# Why depolarization spares the primary distortion of an improper ferroelectric

If the thickness criterion of a proper ferroelectric is applied to an improper one, it predicts that the ordered state disappears below a critical thickness, where the depolarizing field left by incomplete screening becomes too strong. A weak or missing polarization signal is then read as loss of order, and a film may be rejected although its structural distortion is intact. The error lies in treating the polarization as the cause of the distortion. In an improper ferroelectric it is a consequence.

## What the interfaces do to the polarization

Consider a uniform, single-domain film of thickness $d$ between short-circuited electrodes, with polarization $P$ along the normal. Incomplete screening is represented by nonpolar interface layers of total thickness $\ell$ and relative permittivity $\varepsilon_l$. The film has background permittivity $\varepsilon_b$, and $P$ denotes the contribution of the polar mode beyond that background. There is no free charge inside the stack.

Let $E$ and $E_l$ be the fields in the film and in the layers. Zero voltage and continuity of the displacement require

$$
Ed+E_l\ell=0,\qquad
\varepsilon_0\varepsilon_bE+P=\varepsilon_0\varepsilon_lE_l .
$$

The first condition gives $E_l=-Ed/\ell$. With $s=\ell/\varepsilon_l$, the second becomes $\varepsilon_0\varepsilon_bE+P=-\varepsilon_0Ed/s$, so

$$
E=-\kappa P,\qquad
\kappa=\frac{1}{\varepsilon_0(\varepsilon_b+d/s)} .
$$

The field energy of film and layers, per unit film volume, is

$$
\frac{\varepsilon_0\varepsilon_bE^2}{2}
+\frac{\ell}{d}\frac{\varepsilon_0\varepsilon_lE_l^2}{2}
=\frac{\varepsilon_0E^2}{2}\left(\varepsilon_b+\frac ds\right)
=\frac{E^2}{2\kappa}
=\frac{\kappa P^2}{2}.
$$

Depolarization therefore adds a positive stiffness $\kappa$ to the polar mode. It grows as the film thins, but within this model it cannot exceed $\kappa_{\max}=1/(\varepsilon_0\varepsilon_b)$.

## Why a proper ferroelectric can lose everything

In a proper ferroelectric, $P$ is itself the unstable distortion. For a continuous transition in mean-field theory, with $\alpha,\beta>0$,

$$
f=-\frac{\alpha-\kappa}{2}P^2+\frac{\beta}{4}P^4,
\qquad
\frac{\partial f}{\partial P}
=P\left[-(\alpha-\kappa)+\beta P^2\right]=0 .
$$

For $\kappa<\alpha$ the minimum has $P^2=(\alpha-\kappa)/\beta$. For $\kappa\ge\alpha$ only $P=0$ remains. Setting $\kappa=\alpha$ gives the critical thickness

$$
d_c=s\left(\frac{1}{\varepsilon_0\alpha}-\varepsilon_b\right).
$$

It is positive if $\alpha<\kappa_{\max}$. A proper ferroelectric with a stronger instability, $\alpha>\kappa_{\max}$, keeps some polarization at every thickness in this model. The uniform state of a proper ferroelectric is thus vulnerable to complete suppression, but not condemned to it. This $d_c$ refers to uniform polarization only. Stripe domains of alternating sign lower the depolarization energy and can keep a local polar distortion in somewhat thinner films, at zero net $P$.

## Why the improper distortion survives

Take a primary distortion of amplitude $Q$ and phase $\phi$ that enlarges the unit cell and carries no net dipole. It creates no bound surface charge of its own. A threefold phase symmetry allows a coupling cubic in $Q$:

$$
\begin{aligned}
f={}&-\frac a2Q^2+\frac b4Q^4+\frac c6Q^6
+\frac w2Q^6\cos^2 3\phi\\
&-gQ^3P\cos3\phi+\frac{A+\kappa}{2}P^2 .
\end{aligned}
$$

Here $a,b,c,g,A>0$ and, at first, $w=0$. The positive $A$ means that the polar mode is stable by itself. The coefficients are those of the bulk, so direct action of the surfaces on $Q$ is excluded.

Now hold $P$ at zero and minimize over $Q$. The result is a distortion $Q_*>0$ with energy $f_*<0$. Since $P=0$, this state pays no depolarization energy, whatever the value of $\kappa$. The undistorted state has energy zero at best, because with $Q=0$ any polarization costs $(A+\kappa)P^2/2$. The undistorted state therefore cannot be the ground state. In a uniform proper film this escape is missing: setting $P=0$ removes the distortion itself.

The polarization follows from completing the square:

$$
\frac{A+\kappa}{2}P^2-gQ^3P\cos3\phi
=\frac{A+\kappa}{2}
\left(P-\frac{gQ^3\cos3\phi}{A+\kappa}\right)^2
-\frac G2Q^6\cos^2 3\phi,
$$

where $G=g^2/(A+\kappa)$. The squared term vanishes at

$$
P=\frac{gQ^3\cos3\phi}{A+\kappa}.
$$

The distortion acts on the polar mode as an internal field $gQ^3\cos3\phi$. Depolarization stiffens the response to that field without removing the field.

With $w=0$ the remaining energy is lowest for $\cos3\phi=\pm1$, the two signs of $P$. Writing $C=c-3(G-w)$, which also covers the case $w\neq0$ used below, the energy in a polar state is

$$
f_{\rm eff}=-\frac a2Q^2+\frac b4Q^4+\frac C6Q^6 .
$$

For $Q\neq0$, its derivative vanishes when $CQ^4+bQ^2-a=0$. The positive root, for $C>0$, is

$$
Q^2=\frac{-b+\sqrt{b^2+4aC}}{2C}
=\frac{2a}{b+\sqrt{b^2+4aC}} .
$$

As $\kappa$ rises, $G$ falls and $C$ rises, so $Q$ decreases. The polarization decreases for two reasons: its stiffness grows and its driving field weakens.

There is also a floor under $Q$. Let $f_0(Q)$ be the energy at $P=0$, and $h(Q)=GQ^6/2$ the energy gained by polarizing. For any $Q<Q_*$, $f_0(Q)\ge f_0(Q_*)$ while $h(Q)<h(Q_*)$. Hence $f_0(Q)-h(Q)>f_0(Q_*)-h(Q_*)$, and such a $Q$ cannot be the minimum. Thus $Q\ge Q_*$ for every $\kappa$, and for $w=0$ it follows that $|P|\ge gQ_*^3/(A+\kappa)$. The argument uses only a gain that increases with $Q$, not the polynomial form of $f_0$.

The local instability tells the same story. At the origin the curvature along $Q$ is $-a$, without $\kappa$, because the coupling is cubic in $Q$. A bilinear coupling $-gQP$ would be different: eliminating $P$ changes the curvature to $-a-g^2/(A+\kappa)$, so depolarization would shift the onset, although a distortion with $a>0$ would still survive.

## How large the effect is

The following round model parameters describe no particular material: $a=2.0$, $b=1.6$, $c=0.4$ GJ/m³, $g=1.0$ GV/m, $A=10$ GV m/C and $w=0$. The interfaces have $\ell=1.0$ nm and $\varepsilon_l=10$, so $s=0.1$ nm, and the film has $\varepsilon_b=5$. The proper film used for comparison has $\alpha=1.0$ GV m/C, the same interfaces and the same bulk polarization, $P_0=0.126$ C/m².

| $d$ (nm) | improper $P$ (C/m²) | improper $Q$ | proper $P$ (C/m²) |
|---|---|---|---|
| 100 | 0.124 | 1.078 | 0.118 |
| 20 | 0.117 | 1.074 | 0.084 |
| 10 | 0.111 | 1.070 | 0 |
| 1 | 0.064 | 1.040 | 0 |

The proper film loses its uniform polarization below $d_c=10.8$ nm. At 1 nm the improper film keeps about half of its bulk polarization, while $Q$ has fallen by less than 4% from its bulk value of 1.079.

The two causes of the reduction can be separated. At 1 nm, $\kappa=7.53$ GV m/C. With $Q$ frozen at its bulk value $Q_0$, stiffening alone gives $P/P_0=A/(A+\kappa)=10/17.53=0.570$. The relaxation of $Q$ contributes $(Q/Q_0)^3=0.895$. Their product is 0.51, so in this example most of the loss comes from stiffening.

The fields show the balance directly. The distortion supplies 1.126 GV/m, depolarization opposes it with 0.484 GV/m, and the remaining 0.642 GV/m equals the restoring field $AP$. Across 1 nm the depolarizing field corresponds to a potential difference of about 0.48 V. In thicker films the field is weaker but the potential difference is larger, about 1.39 V at 100 nm. An equal and opposite voltage drops across the interface layers, where it then means a field of 1.39 GV/m. Whether a real film and its interfaces sustain such values without breakdown, mobile charge or domains must be checked separately.

The limit $d\to0$ is a formal one, since a continuum film cannot be thinner than its unit cell. It is useful because it sets $\kappa=\kappa_{\max}=22.6$ GV m/C. There $P=0.033$ C/m², 26% of the bulk value, and $Q=1.020$, still above $Q_*=1.000$. The energies show how little the distorted state relies on polarization here. The bulk state lies at $-0.596$ GJ/m³ and the state with $P$ held at zero at $-0.533$ GJ/m³. Polarization thus supplies only about 0.06 GJ/m³, roughly a tenth of the bulk stabilization energy, and depolarization cannot take away more than that.

The size of the contrast depends on the parameters. The proper film of the table is the softer one: its bulk stiffness $dE/dP$ is $2\alpha=2.0$ GV m/C, against about 7.8 GV m/C for the improper film with $Q$ relaxed. Matching that stiffness, $\alpha=3.9$ GV m/C, moves $d_c$ down to 2.4 nm. A proper film with $\alpha=30$ GV m/C, above $\kappa_{\max}$, retains $P/P_0=0.50$ in the same limit.

## Two cases that need care

**The polarization can vanish while the distortion stays.** Suppose $w>0$, so that the lattice by itself prefers the nonpolar phases with $\cos3\phi=0$. After elimination of $P$, the phase-dependent energy is

$$
\frac{w-G}{2}Q^6\cos^2 3\phi .
$$

The polar state wins for $G>w$ and the nonpolar one for $G<w$. In the latter $P=0$ and $Q=Q_*$. For $w=0.08$ GJ/m³ the change occurs at $A+\kappa=g^2/w=12.5$ GV m/C, or $d=4.02$ nm. A film 5% thicker than this has $P=0.081$ C/m²; one 5% thinner has $P=0$, with $Q=1.000$ in both to three decimals. At $G=w$ the model energy does not depend on $\phi$, so terms omitted here would decide whether the real change is abrupt or gradual.

**A distortion sustained by its coupling can be destroyed.** Let $a<0$ and $b<0$, with $w=0$. Then

$$
\frac{f_{\rm eff}}{Q^2}
=\frac{|a|}{2}-\frac{|b|}{4}Q^2+\frac C6Q^4 .
$$

A distorted state lies below the undistorted one if this quadratic in $Q^2$ becomes negative. At the threshold its discriminant vanishes:

$$
\frac{b^2}{16}-\frac{|a|C}{3}=0
\quad\Longrightarrow\quad
C=\frac{3b^2}{16|a|}.
$$

Depolarization raises $C$ and can carry it past this value. With $a=-0.1$ and $b=-0.3$ GJ/m³ and the other coefficients unchanged, the threshold is at 3.30 nm. The ground state of a film 5% thicker has $Q=1.17$ and $P=0.123$ C/m²; in that of a film 5% thinner both are zero. The distorted state remains a local minimum until $C=b^2/(4|a|)$, reached here at 1.08 nm, so a film already in that state may keep it below the threshold. The name "improper" is therefore no guarantee. Survival at every thickness is assured if the distorted state with $P$ held at zero lies below the undistorted one.

## What to do about it

In a calculation, relax the primary distortion with the total polarization along the film normal held at zero. The model has a single polar mode, whereas a real crystal has several, plus an electronic response. Clamping only one mode leaves the others free to polarize and can make a coupling-sustained distortion look self-sustaining. If the result lies below the undistorted structure, depolarization alone cannot remove the distortion from the uniform ground state. If it does not, any distortion found in the bulk ground state relies on its coupling to the polarization, and the thickness dependence must be computed.

In an experiment, measure the primary distortion separately from the polarization, for example through the superlattice diffraction that its enlarged cell produces. A small $P$ with a nearly unchanged $Q$ fits depolarization. A marked fall of $Q$ does not exclude it, because the model guarantees only the floor $Q_*$, which may lie well below the bulk value. $P=0$ with $Q$ intact suggests phase rotation, though oppositely polarized domains can also cancel the net signal. If a self-sustaining $Q$ disappears, look for a cause outside this model, such as surface clamping, strain or altered composition.

To recover polarization, improve the screening. Since $\kappa$ depends on thickness and interfaces through $d/s$ alone, reducing $s$ from 0.1 to 0.01 nm gives a 1 nm film the $\kappa$ of the 10 nm film above. Its polarization then rises from 51% to 88% of the bulk value. The numerical output below lists the remaining thicknesses and the checks of these relations.

## Values computed for the example and the checks

```
a, b, c = 2.0, 1.6, 0.4 GJ/m^3; g = 1.0 GV/m; A = 10.0 GV m/C
proper: alpha = 1.0 GV m/C, beta = 63.22 GV m^5/C^3
eps_b = 5.0, eps_layer = 10.0, layers total = 1.0 nm, s = 0.1 nm
largest kappa = 22.588 GV m/C
bulk improper: Q = 1.0794, P = 0.1258 C/m^2, f = -0.5958 GJ/m^3
P clamped to zero: Q* = 1.0000, f = -0.5333 GJ/m^3
d (nm) | kappa (GV m/C) | improper P (C/m^2), P/P0, Q | proper P (C/m^2)
100 | 0.112 | 0.1240, 0.986, 1.0783 | 0.1185
20 | 0.551 | 0.1175, 0.934, 1.0741 | 0.0843
10 | 1.076 | 0.1105, 0.879, 1.0697 | 0.0000
5 | 2.053 | 0.0996, 0.792, 1.0628 | 0.0000
2 | 4.518 | 0.0798, 0.634, 1.0502 | 0.0000
1 | 7.529 | 0.0642, 0.511, 1.0404 | 0.0000
limit d->0 | 22.588 | 0.0326, 0.259, 1.0204 | 0.0000
improper energy in the limit = -0.5496 GJ/m^3
1 nm: P/P0 with Q frozen = 0.570; (Q/Q0)^3 = 0.895; product = 0.511
1 nm: internal field g Q^3 = 1.1261 GV/m; depolarizing field = -0.4837 GV/m; A P = 0.6424 GV/m
proper critical thickness: formula 10.794 nm, numerical 10.794 nm
strong proper, alpha = 30.0 GV m/C: P/P0 in the limit = 0.497
kappa = 0.000 GV m/C: curvature along Q = -2.000 GJ/m^3, improper P = 10.000, proper P = -1.000 GV m/C
kappa = 22.588 GV m/C: curvature along Q = -2.000 GJ/m^3, improper P = 32.588, proper P = 21.588 GV m/C
random energies: Q >= Q* in all 150 cases, 96 with Q* > 0
phase rotation, w = 0.08 GJ/m^3: threshold 4.018 nm
  5% thicker: Q = 1.0004, P = 0.0808 C/m^2; 5% thinner: Q = 1.0000, P = 0.0000 C/m^2
coupling-sustained case, a = -0.1, b = -0.3 GJ/m^3: threshold 3.299 nm
  5% thicker: Q = 1.1662, P = 0.1234 C/m^2; 5% thinner: Q = 0.0000, P = 0.0000 C/m^2
```
